# Why Born effective charges of a neutral insulating crystal sum to zero

**Q:** You claim that the Born effective charges in one cell of a crystal add to zero. What exactly is being added?

**A:** Take a periodic crystal with cell volume $\Omega$, nuclei or ion cores of charge $Z_je$ with $e>0$, and $N$ electrons of charge $-e$ per cell. Displace sublattice $j$ by $\mathbf u_j$ in every cell and follow the polarization $\mathbf P$ with the macroscopic field held at zero:

$$Z^*_{j,ab}=\frac{\Omega}{e}\,\frac{\partial P_a}{\partial u_{j,b}} .$$

The first index is the direction of polarization, the second that of displacement. The claim is

$$\sum_j Z^*_{j,ab}=0\quad\text{for all } a,b .$$

It assumes neutrality, $\sum_jZ_j=N$, an insulating ground state, no magnetic field, and no potential fixed in space. Single tensors need not vanish, be diagonal or be symmetric.

**Q:** How does a sum over separate displacements become a statement about translation?

**A:** By the chain rule. If every sublattice moves by the same small vector $\mathbf s$, then

$$\frac{\Omega}{e}\,dP_a=\sum_{j,b}Z^*_{j,ab}\,ds_b=\sum_b\Big(\sum_jZ^*_{j,ab}\Big)ds_b .$$

If a rigid translation leaves $\mathbf P$ unchanged for every direction of $\mathbf s$, all nine sums vanish.

**Q:** Then it is obvious. The electron density moves with the nuclei, the cell is neutral, and nothing changes.

**A:** The density does move along, but in an infinite crystal that does not fix the current. A uniform current can be added to a periodic density without altering it, and the dipole of a cell depends on where its walls are drawn. The quantity with a definite meaning is the change of $\mathbf P$, which is the time integral of the cell-averaged current during slow motion. So I must find the current carried by electrons when the nuclei move at a small constant velocity $\mathbf v$.

**Q:** Find it, then, without assuming that the electrons follow.

**A:** I use Rydberg units, $\hbar=1$, $2m=1$, $e^2=2$. Take a large block of crystal with periodic boundary conditions and $N_t$ electrons. With the nuclei shifted by $\mathbf s$,

$$H(\mathbf s)=\sum_i\big[p_i^2+V(\mathbf r_i-\mathbf s)\big]+U ,$$

where $U$ is the electron repulsion and depends on differences of positions. Let $\mathbf p_t=\sum_i\mathbf p_i$ and $T(\mathbf s)=e^{-i\mathbf s\cdot\mathbf p_t}$, which translates all electrons by $\mathbf s$. The kinetic energy and $U$ do not notice this, so $H(\mathbf s)\,T(\mathbf s)=T(\mathbf s)\,H(0)$.

Now let $\mathbf s=\mathbf vt$ and write $\Psi=T(\mathbf vt)\Phi$. The left side of Schrödinger's equation is

$$i\partial_t\Psi=T\,(\mathbf v\cdot\mathbf p_t)\Phi+T\,i\partial_t\Phi ,$$

and the right side is $H(\mathbf vt)T\Phi=TH(0)\Phi$. Removing $T$ gives

$$i\partial_t\Phi=\big[H(0)-\mathbf v\cdot\mathbf p_t\big]\Phi .$$

For each electron $p^2-\mathbf v\cdot\mathbf p=(\mathbf p-\mathbf v/2)^2-v^2/4$. Apart from a constant, the electrons see a crystal at rest whose momenta are shifted by $\boldsymbol\kappa=-\mathbf v/2$:

$$H_{\boldsymbol\kappa}=\sum_i\big[(\mathbf p_i+\boldsymbol\kappa)^2+V(\mathbf r_i)\big]+U .$$

If the velocity was built up slowly, $\Phi$ is the ground state of $H_{\boldsymbol\kappa}$, with energy $E(\boldsymbol\kappa)$.

**Q:** That is a state in the moving frame. I asked for the laboratory current.

**A:** For a local potential, as here, the laboratory velocity of an electron is $i[H,\mathbf r]=2\mathbf p$ (a nonlocal pseudopotential would add a term), and $\mathbf p_t$ commutes with $T$. The total velocity is therefore $\mathbf W=2\langle\Phi|\mathbf p_t|\Phi\rangle$. Differentiating the energy by the Hellmann–Feynman theorem gives

$$\frac{\partial E}{\partial\boldsymbol\kappa}=2\langle\mathbf p_t\rangle+2N_t\boldsymbol\kappa=\mathbf W-N_t\mathbf v .$$

Complex conjugation turns $H_{\boldsymbol\kappa}$ into $H_{-\boldsymbol\kappa}$ when there is no magnetic field, so $E$ is even and its slope at zero vanishes. To first order in $\mathbf v$,

$$W_a=N_tv_a-\frac12\sum_bE''_{ab}\,v_b,\qquad E''_{ab}=\frac{\partial^2E}{\partial\kappa_a\partial\kappa_b}\bigg|_0 .$$

The electrons follow the nuclei completely when the curvature term is negligible.

**Q:** Why should it be negligible? A gap alone does not say so.

**A:** Take filled bands in a mean field first. The shift changes the energy of a Bloch state from $\varepsilon_n(\mathbf k)$ to $\varepsilon_n(\mathbf k+\boldsymbol\kappa)$, and its velocity in the moving frame is the gradient of this function. In a large crystal the sum over $\mathbf k$ becomes an integral over a whole zone. The integral of the gradient of a periodic function over its period is zero. The density is also an integral over the whole zone, so it is unchanged by $\boldsymbol\kappa$, and so is the self-consistent potential built from it.

For interacting electrons, the vanishing of $E''_{ab}/N_t$ in a large crystal is what I mean by an insulator: it has no Drude weight. That is an assumption about the state, not something derived from a gap in a finite sample.

Per cell the electrons then contribute $-Nev_a$ and the nuclei $+\sum_jZ_jev_a$:

$$\frac{\Omega}{e}\frac{dP_a}{dt}=\Big(\sum_jZ_j-N\Big)v_a=0 .$$

As $\mathbf v$ may point anywhere, the claim is proved. Without neutrality, the same line gives $\sum_jZ^*_{j,ab}=(\sum_jZ_j-N)\,\delta_{ab}$.

**Q:** Show me that the curvature term is real, with interacting electrons.

**A:** Put two electrons on a ring of length $L=6$ bohr, with well $-2A\cos(2\pi x/L)$ and repulsion $0.6\cos[2\pi(x_1-x_2)/L]$ Ry. The velocity can be found without using $E''$. If the well moves at speed $v$, the instantaneous ground state $|0\rangle$ acquires an admixture $|\delta\rangle$ obeying $(H-E_0)|\delta\rangle=iv|\partial_s0\rangle$. Since $\langle m|\partial_s0\rangle=\langle m|\partial_sH|0\rangle/(E_0-E_m)$,

$$\frac{W}{v}=2\,\mathrm{Re}\sum_{m\ne0}\frac{-i\,\langle0|2p_t|m\rangle\langle m|\partial_sH|0\rangle}{(E_m-E_0)^2} .$$

Diagonalization in plane waves gives $W=0.169\,v$ for $A=0.2$ Ry and $1.9997\,v$ for $A=4$ Ry, out of a possible $2v$. The expression $2-E''/2$, with $E''$ from finite differences of the energy, gives the same values. The shallow ring has a separated ground state, yet its electrons mostly stay behind. In the deep well they are localized, and the energy hardly feels the shift.

**Q:** And a metal, where the density also follows the lattice?

**A:** Consider one band in one dimension, filled for $|k|<k_F$, with $k$ conserved. The mean electron velocity is

$$v+\frac1{2k_F}\int_{-k_F}^{k_F}\varepsilon'(k-v/2)\,dk
=v+\frac{\varepsilon(k_F-v/2)-\varepsilon(-k_F-v/2)}{2k_F} .$$

Because $\varepsilon$ is even, the last numerator is $\varepsilon(k_F-v/2)-\varepsilon(k_F+v/2)\simeq-v\,\varepsilon'(k_F)$. The carried fraction is thus

$$f=1-\frac{\varepsilon'(k_F)}{2k_F} .$$

For free electrons $\varepsilon'=2k_F$ and $f=0$: there is nothing to drag them. For a full band with a gap, $\varepsilon'$ vanishes at the zone edge and $f=1$. With period 6 bohr and potential $-0.30\cos(2\pi x/6)$ Ry, the sum over states gives $f=1.000$ for the full band and $0.210$ for the half-filled one; the slope formula also gives $0.210$ for the latter. The sum rule fails for the half-filled band although nuclei and electrons balance.

**Q:** What if something does not move, such as a substrate?

**A:** Then $H(\mathbf s)$ is no longer a translated copy of $H(0)$. Keep the full band and add a fixed potential a quarter period out of step. With $g=2\pi/6$ bohr$^{-1}$, $A=0.15$ Ry and $B=0.10$ Ry,

$$-2A\cos g(x-s)-2B\sin gx=-2R\cos(gx-\theta),\qquad \tan\theta=\frac{A\sin gs+B}{A\cos gs} .$$

At $s=0$ this gives $d\theta/ds=gA^2/(A^2+B^2)$. The total potential is symmetric about $x=\theta/g$, so a change of its depth $R$ alone drives no current. The electrons follow the shift of that centre:

$$f=\frac{A^2}{A^2+B^2}=\frac{0.0225}{0.0325}=0.692 ,$$

which is also what the sum over states gives. Exchanging the roles of $A$ and $B$ shows that moving the fixed part would carry the missing $B^2/(A^2+B^2)=0.308$. The rule returns when every source of potential is included in the sum.

**Q:** Calculations use Berry phases, not moving frames. Is that the same polarization?

**A:** In mean field, yes. For one band, let $u$ be the periodic part of the Bloch state and $\dot u$ its time derivative. The admixture used above has coefficients $i\langle m|\dot u\rangle/(E_m-E)$, and $\langle u|\partial_kH|m\rangle=(E-E_m)\langle\partial_ku|m\rangle$. The velocity due to the motion is therefore

$$2\,\mathrm{Re}\sum_m(-i)\langle\partial_ku|m\rangle\langle m|\dot u\rangle=2\,\mathrm{Im}\langle\partial_ku|\dot u\rangle
=\partial_t\big(i\langle u|\partial_ku\rangle\big)-\partial_k\big(i\langle u|\dot u\rangle\big) .$$

The omitted term $m=u$ is real after the product is taken, so it adds nothing to the imaginary part. With several bands, terms between two occupied ones cancel in pairs. Over a whole zone the last term integrates to zero. What remains is the rate of change of the Wannier centre

$$X=\frac{L}{2\pi}\int i\langle u|\partial_ku\rangle\,dk ,$$

where $L$ is now the cell edge. On a mesh, the integral becomes $\phi=-\mathrm{Im}\ln\prod\det S$. Here $S$ holds the overlaps between occupied states at neighbouring $k$, and the string closes with $u_{k+G_0}=e^{-iG_0x}u_k$, $G_0=2\pi/L$.

**Q:** Translate that, and show that the same answer comes out.

**A:** A translation multiplies the plane-wave coefficient $c_{k,G}$ by $e^{-iGs}$, up to a phase common to the state, which the closed product ignores. Overlaps inside the string keep their values, because the two phases cancel for each $G$. The closing overlap pairs $c^*_{k,G}$ with $c_{k_0,G+G_0}$ and gains

$$e^{iGs}\,e^{-i(G+G_0)s}=e^{-iG_0s}$$

per band. For $M$ bands $\phi$ grows by $MG_0s$, and the sum of the centres by $(L/2\pi)MG_0s=Ms$. With two electrons per band, the electronic dipole changes by $-2Mes=-Nes$, which cancels the nuclear $+Nes$.

This argument needs neither a dense mesh nor a complete set of plane waves. With this phase formula, a small sum of Born charges therefore says nothing about whether the individual charges are converged. A velocity sum over states behaves differently, because it needs a dense mesh to obey the rule: for the full one-dimensional band above, four $k$ points at the midpoints of equal intervals give $f=0.835$ instead of 1.

**Q:** Give me a three-dimensional case in which the ions are moved one at a time.

**A:** I take a model with cell edges 5.5, 6.0 and 6.5 bohr, so $\Omega=214.5$ bohr$^3=0.0318$ nm$^3$. The ions are Gaussian charges with added Gaussian core potentials:

- Ion 1: charge $+2$, width 1.8 bohr, core $+2$ Ry with range 1.2 bohr, at $(0,0,0)$.
- Ion 2: charge $+1$, width 0.4 bohr, core $-5$ Ry with range 0.9 bohr, at $(0.50,0.45,0.05)$.
- Ion 3: the same as ion 2, at $(0.45,0.05,0.55)$.

Positions are fractions of the edges, and widths and ranges are standard deviations. Four electrons are treated self-consistently in the local density approximation, with a 9 Ry plane-wave cutoff and a $3\times3\times3$ $k$ mesh. Leaving out the zero-wavevector Coulomb term imposes zero macroscopic field. Each ion is moved by $\pm0.03$ bohr along each axis, and the Berry phases are differenced.

The diagonal $xx,yy,zz$ elements, in units of the elementary charge, are $(1.904,1.931,1.945)$ for ion 1, $(-0.941,-0.941,-0.978)$ for ion 2 and $(-0.963,-0.990,-0.967)$ for ion 3. For $zz$, with one more digit,

$$1.9446-0.9781-0.9665=0.0000 .$$

The off-diagonal elements reach about 0.01 in size and cancel too: for $xz$, $0.0090-0.0004-0.0086=0.0000$. The largest of the nine sums is $1.3\times10^{-6}$. By contrast, the $zz$ charge of ion 1 shifts by $+0.003$ when the cutoff rises to 13 Ry and by $-0.0003$ on a $4\times4\times4$ mesh. If ion 1 or ion 2 is moved equally along all three axes, the response in each direction is the sum of one row of its tensor. These row sums shift by up to 0.005 when the cutoff rises to 16 Ry, so the third decimals listed above are not converged. The sum is far smaller than the cutoff error of a single charge, as the phase argument leads one to expect.

**Q:** What does this mean for a polarization in laboratory units?

**A:** Move all ions by 0.01 nm, or 0.18897 bohr, along $z$. The ionic dipole changes by $4\times0.18897=+0.7559$ $e\,$bohr and the computed electronic dipole by $-0.7559$ $e\,$bohr. Move ion 1 alone, and the linear estimate is

$$\Delta P_z=\frac{1.9446\times0.01\ e\,\text{nm}}{0.03179\ \text{nm}^3}=0.612\ e/\text{nm}^2=9.80\ \mu\text{C/cm}^2 .$$

The full finite displacement gives $9.81\ \mu$C/cm$^2$, so nonlinearity is about 0.04% of the change at this cutoff. The cutoff error of the charge, about 0.0033 once the cutoff reaches 25 Ry, alters the polarization itself by more than that, roughly 0.017 $\mu$C/cm$^2$; both values then become $9.82\ \mu$C/cm$^2$, so their last digit at 9 Ry is not converged. Moving ions 2 and 3 together by $-0.01$ nm gives the same polarization, even beyond linear order, because the two arrangements differ only by a rigid translation. To linear order this says that their charges sum to minus that of ion 1. Relative displacements matter; the choice of which sublattice to hold still does not.

**Q:** How close is this to a real insulator or a device?

**A:** The volume per formula unit and the nearly nominal charges are roughly those of magnesium fluoride, whose own cell holds two formula units, but each compact ion of the model holds one electron pair instead of a full valence shell. The model's gap is 19.3 eV on the $k$ mesh used, and about 18.4 eV once zone-boundary points and a higher cutoff are included. Either value is far too large; the real one is roughly 12 eV. Ferroelectric perovskites differ more: titanium in barium titanate has an effective charge of roughly $+7$ against a nominal $+4$. The proof allows such values, provided the other ions compensate.

Real films may also contain mobile carriers. For $n$ carriers per cell near a parabolic band edge of mass $m^*$, $E''/2$ is $m/m^*$ per carrier, so the charges sum to $n\,m/m^*$ for motion fast compared with scattering. At $10^{20}$ cm$^{-3}$, or 0.1 nm$^{-3}$, this cell holds $n=0.0032$. With $m^*=m$ the sum is $0.0032$, about 0.2% of the charge of ion 1. A fixed potential that acts in every cell can matter much more, as the one-dimensional example showed.

**Q:** Does the rule also say something about forces?

**A:** Let $F(\mathbf u,\boldsymbol{\mathcal E})$ be the energy per cell in a uniform field, with $\partial F/\partial\mathcal E_a=-\Omega P_a$ and force $-\partial F/\partial u_{j,b}$. Equality of the mixed derivatives makes the field-induced force on ion $j$ equal to $e\sum_aZ^*_{j,ab}\mathcal E_a$, to first order in the field. Summed over the cell it vanishes. A uniform field can pull the sublattices of a neutral insulator apart, but to this order it does not push the crystal as a whole.
